\section*{Cold Right-Hand Waves along a Magnetic Field: Cyclotron Resonance and Cutoff, part 2}

We study a right-hand wave travelling along a static field $\mathbf B=B\hat{\mathbf z}$, $B>0$, in a plasma of electron density $N$. So far the plasma has been uniform, cold and collisionless, with fixed neutralising ions. Equations are in SI units; fields are also quoted in gauss ($1$~G $=10^{-4}$~T) and densities in cm$^{-3}$.

Electrons have charge $-e$, mass $m$ and velocity $\mathbf v$. Wave quantities vary as $e^{i(kz-\omega t)}$ with $\omega>0$, and the real part is physical. The wave has electric field $\mathbf E=E_0(\hat{\mathbf x}+i\hat{\mathbf y})$, magnetic field $\mathbf B_1$ and current density $\mathbf J$; $v_0$ and $J_0$ are the amplitudes of $\mathbf v$ and $\mathbf J$. Also $\omega_c=eB/m$, $\omega_p^2=Ne^2/(\varepsilon_0m)$, $n=ck/\omega$, $B_{\rm res}=m\omega/e$ and $N_c=\varepsilon_0m\omega^2/e^2$. The first-order force law and its solution are
\begin{equation}
m\frac{\partial\mathbf v}{\partial t}=-e\mathbf E-e\,\mathbf v\times\mathbf B .
\label{eq:force}
\end{equation}
\begin{equation}
v_0=-\frac{ieE_0}{m(\omega-\omega_c)} .
\label{eq:v}
\end{equation}
Maxwell's equations give
\begin{equation}
k^2\mathbf E=\frac{\omega^2}{c^2}\mathbf E+i\omega\mu_0\mathbf J .
\label{eq:wave}
\end{equation}
\begin{equation}
n^2=1+\frac{iJ_0}{\varepsilon_0\omega E_0}.
\label{eq:nJ}
\end{equation}
With $J_0=-eNv_0$ these lead to
\begin{equation}
n^2=1-\frac{\omega_p^2}{\omega(\omega-\omega_c)}=1-\frac{X}{1-Y},
\qquad X=\frac{\omega_p^2}{\omega^2},\quad Y=\frac{\omega_c}{\omega}.
\label{eq:R}
\end{equation}
At fixed density the cutoff field is
\begin{equation}
B_{\rm cut}=B_{\rm res}(1-X)\qquad(X<1).
\label{eq:Bcut}
\end{equation}
Between this cutoff and the resonance the wave is evanescent. If $X>1$, the whole low-field side is evanescent. The high-field side, $Y>1$, has no cutoff.

The example has frequency 2.45~GHz, vacuum wavelength 122.4~mm, $k_0=\omega/c=51.35$~m$^{-1}$, $B_{\rm res}=875.2$~G and $N_c=7.446\times10^{10}$~cm$^{-3}$. At 800~G, $Y=0.9140$ and the cutoff density is $6.40\times10^{9}$~cm$^{-3}$. The operating density is $10^{11}$~cm$^{-3}$, so $X=1.343$. It gives $n^2=-14.6$ at 800~G; at 950~G, where $Y=1.0854$, it gives $n^2=16.7$ and index 4.09.

\section{Reaching the resonance, and what the cold model omits}

\textbf{Q.} Before I object further, what do we carry over?

\textbf{A.} The field $E_0(\hat{\mathbf x}+i\hat{\mathbf y})e^{i(kz-\omega t)}$ turns with the electrons about $\mathbf B=B\hat{\mathbf z}$. With $X=\omega_p^2/\omega^2=N/N_c$ and $Y=\omega_c/\omega=B/B_{\rm res}$, the index obeys $n^2=1-X/(1-Y)$. The resonance is at $Y=1$. The cutoff is at $X=1-Y$, on the low-field side only. The vacuum wavenumber is $k_0=\omega/c$. At 2.45~GHz, $k_0=51.35$~m$^{-1}$ and $B_{\rm res}=875.2$~G.

\textbf{Q.} An infinite index cannot be the last word. What limits it?

\textbf{A.} Begin with collisions. A friction force $-m\nu\mathbf v$ on the electrons replaces $-i\omega$ in the force law by $-i\omega+\nu=-i(\omega+i\nu)$. The factor $1/\omega$ from Maxwell's equations is unaffected, so
\begin{equation}
n^2=1-\frac{X}{1-Y+i\nu/\omega},\qquad
n^2\big|_{Y=1}=1+\frac{iX\omega}{\nu}.
\label{eq:coll}
\end{equation}
The imaginary part is positive. A forward wave then has $\mathrm{Im}\,k>0$ and decays, as it must when collisions turn the ordered motion of the electrons into random motion.

For gas at 1~mTorr and 400~K the density is $2.41\times10^{13}$~cm$^{-3}$. A rough rate coefficient of $10^{-7}$~cm$^3$/s gives $\nu=2.4\times10^6$~s$^{-1}$ and $\nu/\omega=1.57\times10^{-4}$. At the operating density $10^{11}$~cm$^{-3}$, where $X=1.343$, the imaginary part of $n^2$ at resonance is about $8.6\times10^3$. It falls to half its peak where $|1-Y|=\nu/\omega$, which is $875.2\times1.57\times10^{-4}=0.14$~G from the resonance.

\textbf{Q.} That tells me what happens at the resonance, not whether the wave gets there. From the low-field side it meets a cutoff first. Is the resonance then unreachable?

\textbf{A.} The evanescent layer has a finite thickness, so some power tunnels through. Let the density be uniform and the field vary as $B=B_{\rm res}(1+z/L)$, so that $Y=1+z/L$ and $z>0$ is the high-field side. Stay close to the axis, where the radial field that $\nabla\cdot\mathbf B=0$ then requires is weak: at the resonance and at radius $r$ it is $r/(2L)$ times the axial field. Cold electrons respond to the field where they are, so the wave equation of the first half holds with $-k^2$ replaced by $d^2/dz^2$:
\begin{equation}
\frac{d^2E}{dz^2}+k_0^2\left[1+\frac{XL}{z-iL\nu/\omega}\right]E=0 ,
\end{equation}
since $-X/(-z/L+i\nu/\omega)=XL/(z-iL\nu/\omega)$. Define $\xi=k_0z$, $\eta=k_0XL$ and $d=k_0L\nu/\omega$:
\begin{equation}
E''+\left[1+\frac{\eta}{\xi-id}\right]E=0 .
\label{eq:budden}
\end{equation}
For small $d$ the cutoff is at $\xi=-\eta$, a distance $XL$ from the resonance. The singular point $\xi=id$ lies above the real axis because $\nu>0$.

\textbf{Q.} How do you get a transmission out of that without approximating near the singular point?

\textbf{A.} By going around it. Far from the resonance try $E=e^{-i\varphi}g$ with $\varphi=\xi+\tfrac{\eta}{2}\ln\xi$. Substitution in Eq.~(\ref{eq:budden}) gives
\begin{equation}
g''-2i\varphi'g'+rg=0,\qquad
r=1+\frac{\eta}{\xi-id}-\varphi'^2-i\varphi'' .
\end{equation}
Here $\varphi'^2=1+\eta/\xi+\eta^2/(4\xi^2)$ and $\varphi''=-\eta/(2\xi^2)$, so $r$ falls as $1/\xi^2$. Multiplying by $e^{-2i\varphi}$ turns the first two terms into the derivative of $g'e^{-2i\varphi}$. Choose the solution with $g\to1$ far below the real axis:
\begin{equation}
g'(\xi)=-\int_{-i\infty}^{\xi}r(t)g(t)\,e^{2i[\varphi(\xi)-\varphi(t)]}\,dt .
\end{equation}
Take the path vertically upward, $t=\xi-i\tau$. The exponential then has modulus $e^{-2\tau}$ times a bounded factor from the logarithm. Hence $g'$ is of order $1/|\xi|^2$, and integrating it up the same line gives $g=1+O(1/|\xi|)$ at real $\xi$ of either sign, for large $|\xi|$. The vertical lines belong to the same solution: at depth $D$ a sideways step changes $g$ by an amount of order $1/D^2$ times its length, which vanishes as $D\to\infty$.

Thus one solution behaves as $e^{-i\varphi}$ at both ends of the real axis. With the time factor $e^{-i\omega t}$ it travels towards negative $z$ at both ends. It is a wave launched from the high-field side, and it has no reflected part.

\textbf{Q.} If its form is the same at both ends, where is the power lost?

\textbf{A.} In the logarithm. No singular point lies on or below the real axis, so the two ends are connected through the lower half plane. On the positive axis $\ln\xi=\ln|\xi|$, and on the negative axis $\ln\xi=\ln|\xi|-i\pi$. The transmitted amplitude relative to the incident one is therefore
\begin{equation}
\exp\left[-i\frac{\eta}{2}(-i\pi)\right]=e^{-\pi\eta/2}.
\end{equation}
The index tends to 1 at both ends, so power is measured by $|E|^2$ there. For high-field launch the transmitted, reflected and absorbed shares of the power are
\begin{equation}
T=e^{-\pi\eta},\qquad R=0,\qquad A=1-e^{-\pi\eta}.
\label{eq:T}
\end{equation}
The collision frequency has dropped out. It had to be positive, to put the singular point above the axis, but its size does not affect these shares for high-field launch in this linear-field model.

\textbf{Q.} And from the low-field side?

\textbf{A.} The transmission is the same. Equation~(\ref{eq:budden}) has no first-derivative term, so $W=E_1E_2'-E_1'E_2$ is constant for any two solutions. Write $\varphi_0=\xi+\tfrac{\eta}{2}\ln|\xi|$. Let $E_1$ be the wave launched from high field, which is $e^{-i\varphi_0}$ on the right and $\tau_He^{-i\varphi_0}$ on the left. Let $E_2$ be launched from low field, with $e^{i\varphi_0}+\rho e^{-i\varphi_0}$ on the left and $\tau_Le^{i\varphi_0}$ on the right. Far to the right $W=2i\tau_L$. Far to the left $W=2i\tau_H$, because the $\rho$ terms cancel. Hence $\tau_L=\tau_H$.

The reflection is different, and I take it from numerical integration of Eq.~(\ref{eq:budden}). Consider start-up, with density $2\times10^9$~cm$^{-3}$, so $X=0.02686$, and $L=20$~cm. The cutoff field is $875.2\times(1-0.02686)=851.7$~G, and the cutoff lies $XL=5.37$~mm from the resonance. Then $\eta=51.35\times0.00537=0.276$ and $e^{-\pi\eta}=0.420$. Integration over $|\xi|\le150$ with the collision frequency above gives these shares:
\begin{center}
\begin{tabular}{lccc}
Launch from & transmitted & reflected & absorbed\\
high field & 42.0\% & 0.0\% & 58.0\%\\
low field & 42.0\% & 33.4\% & 24.6\%
\end{tabular}
\end{center}
The transmission agrees with Eq.~(\ref{eq:T}) in both directions. At $\eta=0.6$, changing $d$ from 0.002 to 0.02 leaves $T$ within 0.001 of $e^{-\pi\eta}$ for high-field launch, which tests the claim that collisions drop out. The low-field reflection does depend on them: it follows $(1-T)^2e^{-4d}$, which at $\eta=0.276$ is 33.4\% for $d=0.0016$ and 31.0\% for $d=0.02$.

\textbf{Q.} But $|\xi|=150$ is almost 3~m from the resonance. Your linear field has changed sign long before that.

\textbf{A.} It has, at $z=-L$. The linear profile is a model of the neighbourhood of the resonance, extended so that incident and reflected waves can be separated cleanly. At the start-up density $n^2$ departs from 1 by only $X/|1-Y|$, which is already 0.027 at $|z|=L$. The distant part therefore matters little, but the percentages belong to the linear model.

At the operating density the extension cannot be taken literally on the low-field side. With $X>1$ the formal cutoff distance $XL$ exceeds $L$, so the cutoff would sit at negative field. The correct statement there is the earlier one: in a uniform plasma the right-hand wave is evanescent from the resonance down to zero field.

\textbf{Q.} A width of 0.14~G seems absurdly narrow for electrons at several electronvolts. They fly through the wave and see a shifted frequency.

\textbf{A.} Their motion broadens the resonance far more than collisions do in this example. Let the electrons have an isotropic velocity distribution $f_0$, normalised to one. Its linear perturbation $f_1$ obeys
\begin{equation}
\frac{\partial f_1}{\partial t}+v_z\frac{\partial f_1}{\partial z}
-\frac em(\mathbf v\times\mathbf B)\cdot\frac{\partial f_1}{\partial\mathbf v}
=\frac em(\mathbf E+\mathbf v\times\mathbf B_1)\cdot\frac{\partial f_0}{\partial\mathbf v}.
\end{equation}
Because $f_0$ is isotropic, $\partial f_0/\partial\mathbf v$ is parallel to $\mathbf v$ and the $\mathbf B_1$ term vanishes. Write $v_x+iv_y=v_\perp e^{i\theta}$. Then $\mathbf E\cdot\partial f_0/\partial\mathbf v=E_0e^{i\theta}\,\partial f_0/\partial v_\perp$, and the static-field term becomes $+\omega_c\,\partial f_1/\partial\theta$. With $f_1\propto e^{i\theta}$,
\begin{equation}
f_1=\frac{ieE_0}{m}\,\frac{e^{i\theta}\,\partial f_0/\partial v_\perp}{\omega-\omega_c-kv_z}.
\end{equation}
The current amplitude is $J_0=-eN\int v_\perp\cos\theta\,f_1\,d^3v$. The angular integral of $\cos\theta\,e^{i\theta}$ is $\pi$, and integration by parts gives $\int v_\perp^2(\partial f_0/\partial v_\perp)dv_\perp=-2\int v_\perp f_0\,dv_\perp$. Therefore
\begin{equation}
J_0=\frac{iNe^2E_0}{m}\left\langle\frac{1}{\omega-\omega_c-kv_z}\right\rangle,
\quad
n^2=1-X\left\langle\frac{\omega}{\omega-\omega_c-kv_z}\right\rangle ,
\label{eq:hot}
\end{equation}
where the brackets average over $f_0$. For $\omega<\omega_c$ the average is taken with $\mathrm{Im}\,k>0$. For an isotropic distribution, the cold resonance denominator is thus replaced by an average over Doppler-shifted frequencies.

\textbf{Q.} How close to resonance does the cold formula survive?

\textbf{A.} As long as the detuning $|\omega-\omega_c|$ is several times $kv_{th}$, where $v_{th}=\sqrt{k_BT_e/m}$. With $\beta=v_{th}/c$ and the cold index for $k$, the two are equal on the high-field side at
\begin{equation}
Y-1=\beta\sqrt{1+\frac{X}{Y-1}} .
\end{equation}
For 4~eV, $\beta=2.80\times10^{-3}$. At the operating density the solution is $Y-1=0.0220$, which is 19~G or, with $L=20$~cm, 4.4~mm. This is about 140 times the collisional half-width. The resonant electrons have $v_z=(\omega-\omega_c)/k<0$: they run against the wave and see its frequency raised to $\omega_c$.

Solving Eq.~(\ref{eq:hot}) for a Maxwellian at one such width gives $n=7.15+2.19i$, against 7.87 from the cold formula. The imaginary part alone means a decay length of $1/(51.35\times2.19)=8.9$~mm. At two widths $n=6.17+0.35i$ against 5.61, so the cold formula is already off by about 10\%. At four widths the real part is 4.06 against 4.03, and the imaginary part is below 1\% of it. Absorption thus begins before the cold resonance is reached. These are uniform-plasma values; with $L=20$~cm the detuning at one Doppler width changes by several times its own value within one wavelength, so they give the size of the effect and not an absorption profile.

At start-up the Doppler width is 1.3~mm, smaller than the 5.4~mm to the cutoff but not by a large factor. The power shares above are cold-plasma values, and I have not computed their thermal correction.

\textbf{Q.} What about the ions, which you nailed down at the start?

\textbf{A.} Release them, with mass $M$, charge $+e$ and $\Omega_i=eB/M$. The same algebra with the opposite charge gives an ion velocity $ieE_0/[M(\omega+\Omega_i)]$. The wave turns against the ions, so they have no resonance. Adding their current, with $\omega_{pi}^2=Ne^2/(\varepsilon_0M)$,
\begin{equation}
n^2=1-\frac{\omega_p^2}{\omega(\omega-\omega_c)}-\frac{\omega_{pi}^2}{\omega(\omega+\Omega_i)}
=1-\frac{\omega_p^2+\omega_{pi}^2}{(\omega-\omega_c)(\omega+\Omega_i)} .
\end{equation}
The fractions combine because $\omega_p^2\Omega_i=\omega_{pi}^2\omega_c$, which leaves a numerator proportional to $\omega$. With $\mu=m/M$ the cutoff becomes $X(1+\mu)=(1-Y)(1+\mu Y)$. Its density changes by the fraction $\mu(Y-1)/(1+\mu)$, which for Cl$^+$ at 800~G is $-1.3\times10^{-6}$. The resonance stays at $\omega_c$.

\textbf{Q.} Does any of this resemble a real plasma source?

\textbf{A.} The numbers are set near those of 2.45~GHz electron-cyclotron-resonance sources used to etch silicon in chlorine. Such sources have a surface near 875~G and run at pressures of order 1~mTorr. The density, temperature, rate coefficient and gradient length are rough typical values, not data for one machine. One assumption that a real chamber breaks is that of a plane wave. In an empty round guide of 10~cm radius, the lowest mode has a squared transverse wavenumber equal to 0.129 of $k_0^2$. This is small beside $n^2=16.7$ at 950~G, but its effect is not: a tilted wave also drives electrons along $\mathbf B$, and the plasma response in that direction, $1-X=-0.343$, is itself small at this density. For a plane wave with this transverse wavenumber, the full cold-plasma equations give a squared axial index of 19.8 instead of 16.7. The ratio is close to $1+0.129/[2(X-1)]$. At this density it stays between 1.17 and 1.19 for $Y$ from 1.01 to 3, and at 950~G it falls to 1.03 for $X=3$, so it comes from nearness to $N_c$ and not from nearness to the resonance. At 800~G they lower the cutoff density by about 7\%. These are estimates of size, since the modes of a guide filled with magnetised plasma were not solved. The relativistic mass shift is of order $k_BT_e/(mc^2)=8\times10^{-6}$, a small fraction of the collisional half-width $\nu/\omega=1.57\times10^{-4}$.

\textbf{Q.} So should I launch from the high-field side?

\textbf{A.} For a right-hand wave exactly along the field, in a uniform plasma with a single resonance ahead of it, yes: the wave meets no cutoff at any density. It must still enter the plasma. At an abrupt boundary with vacuum the share $[(n-1)/(n+1)]^2$ of the power is reflected, which is 37\% for the index 4.09 found at 950~G. For a wave exactly along the field, a density that rises gradually over several wavelengths, or a stronger field at the entrance, reduces this reflection.

A tilted wave, such as the one in the chamber above, sets a limit to this advice. Its electric field has a part along $\mathbf B$, for which the plasma response $1-X$ changes sign at $N_c$. At 950~G and with the transverse wavenumber above, two waves enter from vacuum, and the one that is right-handed at low density has a squared axial index of 5.9 at $X=0.5$, but only 0.95 at $X=0.99$ and 0.34 at the operating density. The wave with the value 19.8 is not its continuation: without collisions its index diverges as the density falls to $N_c$, and just below $N_c$ that root is evanescent. A gradual density rise through $N_c$ can then leave little power in the large-index wave, so a real source needs a calculation that includes the tilt and the density profile. A linearly polarised wave in vacuum is an equal sum of the two circular waves, so the advice concerns only the right-hand half of its power. The left-hand half has $n^2=1-X/(1+Y)$, with no electron resonance. The main values used here are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
wave frequency: 2.45 GHz
vacuum wavelength: 122.4 mm
vacuum wavenumber k0: 51.35 1/m
resonance field: 875.2 G = 87.52 mT
critical density N_c: 7.446e+10 cm^-3 = 7.446e+16 m^-3
low field: 800 G, Y = 0.9140
cutoff density at low field: 6.400e+09 cm^-3 = 6.400e+15 m^-3
high field: 950 G, Y = 1.0854
operating density: 1.0e+11 cm^-3, X = 1.3430
operating n^2 at low field: -14.62
field decay length at low field: 5.09 mm
operating n^2 at high field: 16.72
index at high field: 4.089
wavelength at high field: 29.9 mm
start-up density: 2.0e+09 cm^-3, X = 0.02686
start-up cutoff field: 851.7 G
field-gradient length L: 20 cm
start-up cutoff-resonance distance: 5.37 mm
start-up eta: 0.2759
exp(-pi eta): 0.4204
high-field launch, transmitted: 42.0 %
high-field launch, reflected: 0.0 %
high-field launch, absorbed: 58.0 %
low-field launch, transmitted: 42.0 %
low-field launch, reflected: 33.4 %
low-field launch, absorbed: 24.6 %
gas: 1 mTorr, 400 K, 2.41e+13 cm^-3
rough collision rate coefficient: 1e-07 cm^3/s
collision frequency: 2.41e+06 1/s, over w: 1.57e-04
collisional half-width in field: 0.137 G
collisional Im n^2 at resonance: 8564
electron temperature: 4 eV, beta = 2.798e-03
Doppler width Y-1, operating: 0.0220
Doppler width in field, operating: 19.3 G
Doppler width in distance, operating: 4.41 mm
Doppler width in distance, start-up: 1.28 mm
cold index at one Doppler width: 7.87
kinetic index at one width: 7.15 + 2.19 i
kinetic decay length there: 8.89 mm
cold index at four widths: 4.030
kinetic index at four widths, real part: 4.063
ion mass (Cl+): 35.45 u
relative ion shift of cutoff density: -1.33e-06
thermal energy over rest energy: 7.83e-06
chamber radius: 10 cm
(transverse wavenumber / k0)^2: 0.129
\end{verbatim}
